# The 1/Z Expansion for Two-Electron Atoms: Two Derivations

Two electrons bound to a nucleus are pulled inward by a charge \(Z\) and pushed apart by each other. If \(Z\) is raised while the number of electrons stays at two, the attraction grows, the atom shrinks, and the shrinking brings the electrons closer together. Their repulsion therefore grows too. Can it still be treated as a small correction? What matters is how fast each energy grows as the atom contracts.

Take a fixed point nucleus and nonrelativistic electrons. In atomic units, where lengths are in bohr and energies in hartree,

\[
H_Z=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}} .
\]

The result to be derived for the ground-state energy is

\[
E(Z)=Z^2\left(E_0+\frac{E_1}{Z}+\frac{E_2}{Z^2}+\cdots\right),\qquad E_0=-1,\quad E_1=\tfrac58 ,
\]

with coefficients independent of \(Z\), for sufficiently large \(Z\). The Hamiltonian contains no spin, so we work with spatial functions. A spin singlet has a spatial function symmetric under exchange of the electrons. That this is the ground state for \(Z\ge2\) is shown below.

## First derivation: rescale the Hamiltonian

**The change of length.** A single electron bound to charge \(Z\) has a size proportional to \(1/Z\). This suggests measuring positions in that unit:

\[
\mathbf r_i=\boldsymbol\rho_i/Z .
\]

By the chain rule each derivative with respect to \(\mathbf r_i\) brings a factor \(Z\), so \(\nabla_{r_i}^2=Z^2\nabla_{\rho_i}^2\). Inverse distances give \(1/r_i=Z/\rho_i\) and \(1/r_{12}=Z/\rho_{12}\). The nuclear attraction already carries one factor \(Z\) and gains a second. The repulsion gains one only:

\[
H_Z=Z^2\left(h_0+\lambda V\right),\qquad \lambda=\frac1Z,
\]

\[
h_0=T-\frac1{\rho_1}-\frac1{\rho_2},\qquad
T=-\tfrac12\nabla_{\rho_1}^2-\tfrac12\nabla_{\rho_2}^2,\qquad V=\frac1{\rho_{12}} .
\]

If \(\varepsilon(\lambda)\) is the lowest energy of \(h_0+\lambda V\), then \(E(Z)=Z^2\varepsilon(1/Z)\). No approximation has been made. For a fixed shape in the scaled coordinates, the repulsion grows in proportion to \(Z\), while the kinetic and nuclear-attraction energies grow as \(Z^2\), so its relative weight falls as \(1/Z\). The shape of the ground state itself depends on \(\lambda\), so for the actual atom these powers hold only at leading order for large \(Z\).

**The starting point.** The operator \(h_0\) describes two independent hydrogen electrons, each with levels \(-1/(2n^2)\). Its ground state is

\[
\Phi_0=\frac1\pi e^{-\rho_1-\rho_2},\qquad E_0=-\tfrac12-\tfrac12=-1 .
\]

The next level has one electron in \(n=2\), with energy \(-\frac12-\frac18=-\frac58\). The gap is \(\frac38\).

An antisymmetric spatial function cannot contain \(\Phi_0\), so its energy under \(h_0\) is at least \(-\frac58\), and the positive \(\lambda V\) can only raise it. The symmetric \(\Phi_0\) has energy \(-1+\frac58\lambda\), using the value of \(\langle V\rangle\) found below. This is below \(-\frac58\) when \(\lambda<\frac35\). The ground state is therefore symmetric for \(Z\ge2\).

**Why a power series exists.** The repulsion is unbounded at \(\rho_{12}=0\), so a small \(\lambda\) alone does not justify a series. We need to control \(V\) by \(h_0\). For a smooth, decaying function \(f\) of a vector \(\mathbf x\), expand a non-negative integral:

\[
0\le\int\left|\nabla f+\frac{\mathbf x f}{2x^2}\right|^2d^3x
=\int|\nabla f|^2d^3x+\int\frac{\mathbf x\cdot\nabla|f|^2}{2x^2}d^3x+\int\frac{|f|^2}{4x^2}d^3x .
\]

Since \(\nabla\cdot(\mathbf x/x^2)=3/x^2-2/x^2=1/x^2\), integration by parts turns the middle term into \(-\frac12\int|f|^2/x^2\). The surface term vanishes at infinity by decay, and at the origin because area \(\sim x^2\) multiplies \(1/x\). Hence

\[
\int\frac{|f|^2}{x^2}d^3x\le4\int|\nabla f|^2d^3x .
\]

Apply this in \(\mathbf u=\boldsymbol\rho_1-\boldsymbol\rho_2\), with the midpoint \(\mathbf C\) held fixed. Because \(\nabla_1=\nabla_u+\frac12\nabla_C\) and \(\nabla_2=-\nabla_u+\frac12\nabla_C\), the cross terms cancel in the kinetic energy:

\[
\langle T\rangle=\|\nabla_u\varphi\|^2+\tfrac14\|\nabla_C\varphi\|^2
\quad\Rightarrow\quad \|V\varphi\|^2\le4\langle T\rangle .
\]

Next, bound \(T\) by \(h_0\). Set aside half of the kinetic energy. What remains for each electron is

\[
-\tfrac14\nabla^2-\frac1\rho=\tfrac12\left(-\tfrac12\nabla^2-\frac2\rho\right)\ge\tfrac12(-2)=-1,
\]

because a one-electron ion of charge 2 has ground energy \(-2\). Two electrons give \(h_0\ge\frac12T-2\), so

\[
\|V\varphi\|^2\le8\langle\varphi|h_0+2|\varphi\rangle .
\]

Now draw a circle of radius \(d<\frac38\) around \(-1\) in the complex energy plane, and let \(z\) lie on it. Put \(\varphi=(h_0-z)^{-1}\chi\) with \(\|\chi\|=1\). Expanding \(\chi\) in the spectrum of \(h_0\) shows that \(\|V\varphi\|^2\) is at most the largest value of \(8(x+2)/|x-z|^2\), where \(x\) runs over the spectrum. At \(x=-1\) this is \(8/d^2\). For \(x\ge-\frac58\) we have \(|x-z|\ge x+1-d\), and \((x+2)/(x+1-d)^2\) decreases with \(x\), so the value is at most \(8\cdot\frac{11}8/(\frac38-d)^2\). Making the two limits equal gives

\[
d=\frac{3/8}{1+\sqrt{11/8}},\qquad \|V(h_0-z)^{-1}\|\le\frac{\sqrt8}{d}.
\]

For \(|\lambda|<d/\sqrt8\) the geometric series

\[
(h_0+\lambda V-z)^{-1}=(h_0-z)^{-1}\sum_{k=0}^\infty\left[-\lambda V(h_0-z)^{-1}\right]^k
\]

converges everywhere on the circle. The projector onto the states with energies inside the circle,

\[
P(\lambda)=\frac1{2\pi i}\oint(z-h_0-\lambda V)^{-1}dz ,
\]

is then an analytic function of \(\lambda\). Its rank cannot jump: if two projectors differ by less than 1 in norm, neither can annihilate a nonzero vector in the range of the other, so their ranks agree. At \(\lambda=0\) the rank is one, and it stays one. The single enclosed energy is

\[
\varepsilon=\frac{\langle f|(h_0+\lambda V)P|f\rangle}{\langle f|P|f\rangle}
\]

for any fixed \(f\) that makes the denominator nonzero near the \(\lambda\) considered. The numerator is the same contour integral with an extra factor \(z\), so it is analytic too. Thus \(\varepsilon(\lambda)\) has a convergent Taylor series for \(|\lambda|<d/\sqrt8\), that is, for \(Z>\sqrt8/d\approx16.4\).

For \(\lambda\ge0\) the positive \(V\) cannot lower any level, so the second level stays at or above \(-\frac58\), outside the circle. The enclosed level is the ground state. The series is therefore proved to converge for \(Z\ge17\). This is a sufficient condition from rough inequalities and does not locate the true limit of convergence.

**The coefficients.** Near \(\lambda=0\) the vector \(P\Phi_0/\langle\Phi_0|P\Phi_0\rangle\) is an analytic eigenvector, \(\Phi_0+\lambda\Phi_1+\cdots\), whose corrections are orthogonal to \(\Phi_0\). In

\[
(h_0+\lambda V)(\Phi_0+\lambda\Phi_1+\cdots)=(E_0+\lambda E_1+\cdots)(\Phi_0+\lambda\Phi_1+\cdots)
\]

the terms of order \(\lambda\) give

\[
(h_0-E_0)\Phi_1=(E_1-V)\Phi_0 .
\]

Multiply by \(\Phi_0\) and integrate. The left side vanishes because \(h_0\) can act to the left, where it gives \(E_0\). So \(E_1=\langle\Phi_0|V|\Phi_0\rangle\). Projecting the order \(\lambda^2\) in the same way gives \(E_2=\langle\Phi_0|V|\Phi_1\rangle\): the first-order distortion of the wave function enters the energy at second order.

**The integral for \(E_1\).** The density of one electron is \(e^{-2\rho}/\pi\). For radii \(a\) and \(b\), the average of the inverse distance over the angle between the electrons is

\[
\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{a^2+b^2-2ab\mu}}
=\frac{(a+b)-|a-b|}{2ab}=\frac1{\max(a,b)} .
\]

A spherical shell therefore acts on a point outside it as if its charge were at the centre, and produces a constant potential inside. Summing the shells of one cloud, each with charge \(4q^2e^{-2q}dq\), gives

\[
v(\rho)=\frac1\rho\int_0^\rho4q^2e^{-2q}dq+\int_\rho^\infty4q\,e^{-2q}dq .
\]

The first integral is \(1-e^{-2\rho}(1+2\rho+2\rho^2)\) and the second is \(e^{-2\rho}(1+2\rho)\). Their combination is

\[
v(\rho)=\frac1\rho-e^{-2\rho}\left(1+\frac1\rho\right).
\]

Average this over the other cloud, using \(\int_0^\infty\rho^ke^{-c\rho}d\rho=k!/c^{k+1}\):

\[
E_1=\int_0^\infty4\rho^2e^{-2\rho}v\,d\rho
=4\cdot\frac14-4\left(\frac2{64}+\frac1{16}\right)=1-\frac38=\frac58 .
\]

Restoring the factor \(Z^2\),

\[
E(Z)=-Z^2+\tfrac58Z+E_2+\frac{E_3}{Z}+\cdots .
\]

## Second derivation: let each trial function choose its size

The second route leaves the Hamiltonian alone and starts from the variational principle: \(E(Z)\) is the lowest value of \(\langle H_Z\rangle\) over normalized functions.

**The factor \(Z^2\).** Take any normalized \(\varphi(\mathbf r_1,\mathbf r_2)\), with

\[
t=\langle T\rangle,\qquad n=\left\langle\frac1{r_1}+\frac1{r_2}\right\rangle,\qquad v=\left\langle\frac1{r_{12}}\right\rangle .
\]

Compress it by a factor \(\eta\), keeping its shape: \(\varphi_\eta=\eta^3\varphi(\eta\mathbf r_1,\eta\mathbf r_2)\). The prefactor preserves the norm in six dimensions. Kinetic energy contains two derivatives and becomes \(\eta^2t\), while the inverse distances become \(\eta n\) and \(\eta v\). With \(\lambda=1/Z\),

\[
\langle H_Z\rangle=\eta^2t-\eta(Zn-v)=\eta^2t-\eta Z(n-\lambda v).
\]

For \(n>\lambda v\) the minimum over \(\eta\) is found by setting the derivative to zero:

\[
\eta=\frac{Z(n-\lambda v)}{2t},\qquad
\langle H_Z\rangle_{\min}=-Z^2\,\frac{(n-\lambda v)^2}{4t}.
\]

Shapes with \(n\le\lambda v\) cannot reach a negative energy and play no part. Minimizing over the remaining shapes gives

\[
E(Z)=Z^2\varepsilon(\lambda),\qquad \varepsilon(\lambda)=-\sup_\varphi\frac{(n-\lambda v)^2}{4t} .
\]

The same minimization applied to \(h_0+\lambda V\) gives this same \(\varepsilon(\lambda)\), so the two routes define one function.

**An upper bound.** Use the shape \(\Phi_0\). Each hydrogen electron has kinetic energy \(\frac12\) and mean inverse radius \(\int_0^\infty4r\,e^{-2r}dr=1\), so \(t=1\) and \(n=2\). For \(v\), count the region \(r_1<r_2\) and double it. There the angular average is \(1/r_2\):

\[
v=2\int_0^\infty4r_1^2e^{-2r_1}\left[\int_{r_1}^\infty4r_2e^{-2r_2}dr_2\right]dr_1
=8\int_0^\infty r^2(1+2r)e^{-4r}dr .
\]

The last integral is \(\frac2{64}+\frac{12}{256}=\frac5{64}\), so \(v=\frac58\). Therefore

\[
\varepsilon(\lambda)\le-\frac{(2-\frac58\lambda)^2}{4}=-1+\frac58\lambda-\frac{25}{256}\lambda^2 .
\]

The best compression is \(\eta=Z-\frac5{16}\). Within this family of shapes, repulsion makes the atom larger, as if each electron saw a reduced nuclear charge.

**A lower bound.** Write any real normalized symmetric function as \(\varphi=c\Phi_0+\chi\), with \(\chi\) orthogonal to \(\Phi_0\), \(\|\chi\|=x\) and \(c^2=1-x^2\). The gap in \(h_0\) gives

\[
\langle h_0\rangle\ge-(1-x^2)-\tfrac58x^2=-1+\tfrac38x^2 .
\]

Since \(V\) is positive, \(\langle\chi|V|\chi\rangle\) may be dropped. Let \(K\) be the norm of the part of \(V\Phi_0\) orthogonal to \(\Phi_0\). Then

\[
\langle V\rangle\ge\tfrac58(1-x^2)-2Kx .
\]

The inequality \(\|V\Phi_0\|^2\le4\langle T\rangle=4\) shows that \(K\) is finite: \(K^2\le4-\frac{25}{64}=\frac{231}{64}\). Add the two estimates and minimize the quadratic in \(x\). For \(\lambda<\frac35\),

\[
\varepsilon(\lambda)\ge-1+\frac58\lambda-\frac{8K^2\lambda^2}{3-5\lambda}
\ge-1+\frac58\lambda-\frac{231\,\lambda^2}{8(3-5\lambda)} .
\]

Both bounds contain \(-1+\frac58\lambda\), and they differ from it by terms of order \(\lambda^2\). This fixes \(E_0=-1\) and \(E_1=\frac58\). The existence of all the later terms follows from the resolvent argument above, which concerns this same \(\varepsilon(\lambda)\). The upper bound also requires \(E_2\le-\frac{25}{256}\).

## What each derivation assumes

Both routes use the fact that kinetic energy scales as the inverse square of length and every Coulomb energy as the inverse first power. A potential with a length of its own, such as that of a nucleus of finite radius, would spoil the factorization. Both also use the hydrogen spectrum and its gap.

The first route needs an isolated, nondegenerate level and control of the unbounded repulsion. In return it gives the full series and an equation for the wave function at each order. Its proof of convergence does not reach helium.

The second route needs no expansion of the wave function. Its two bounds hold for \(\lambda<\frac35\), which includes \(Z=2\), but by themselves they give only two coefficients and a remainder of order \(\lambda^2\). The lower bound is far too loose to be a useful estimate for helium.

Neither route makes the two-term formula reliable at every \(Z\). At \(Z=1\) it gives \(-\frac38\) hartree, above the \(-\frac12\) of a hydrogen atom with the second electron removed to infinity, so it cannot decide whether the second electron is bound. At large \(Z\) the Hamiltonian itself becomes inadequate. The leading relativistic kinetic correction contains \(p^4\), which scales as \(Z^4\), whereas \(E_2\) stays constant. This limit arrives early. For two unscreened 1s electrons the net leading relativistic shift is \(-\alpha^2Z^4/4\) hartree, with \(\alpha\approx1/137\). At \(Z=10\) this is about \(-3.6\) eV, already comparable with \(E_2\).

## Helium and higher nuclear charges

The coefficients beyond \(E_1\) were computed in a basis of 34 functions containing the distance between the electrons explicitly. The main values are

\[
\begin{aligned}
E_0&=-1\ \text{hartree}=-27.211\ \text{eV},\\
E_1&=0.625\ \text{hartree}=17.007\ \text{eV},\\
E_2&\approx-0.158\ \text{hartree}=-4.29\ \text{eV}.
\end{aligned}
\]

Enlarging the basis to this size from the next smaller one changed \(E_2\) by about 0.001 eV. For helium, \(Z=2\), the first three terms give

\[
4(-27.211)+2(17.007)-4.290=-79.12\ \text{eV}.
\]

The first term alone is \(-108.85\) eV, so the repulsion is not small here: at first order it adds 34.01 eV. The next coefficient, \(E_3\approx0.24\) eV, enters divided by 2 and brings the sum to \(-79.00\) eV. Through \(E_5\) the sum is \(-79.01\) eV, in agreement with direct diagonalization. In this basis \(E_5\approx-0.03\) eV is larger in size than \(E_4\approx-0.02\) eV, so the computed coefficients do not shrink steadily. The powers of \(1/Z\) still make the fifth-order term the smaller one. This agreement is evidence in a finite basis and does not prove convergence at \(Z=2\).

A separate full configuration-interaction calculation in the cc-pVQZ Gaussian basis gives \(-78.98\) eV. This calculation and the direct diagonalization both give upper bounds to the energy of this Hamiltonian, so the lower value, \(-79.01\) eV, is the closer one.

Calculations with the unscaled Hamiltonian show how the two-term formula improves. The energies belong to the nonrelativistic fixed-nucleus model and are not measured values. For the real ions, relativity lowers them by a few eV at \(Z=10\), and the finite nuclear mass raises them by about 0.01 eV for helium and 0.07 eV at \(Z=10\). Here \(\Delta\) is the computed energy minus the two-term value, and the percentage is its size relative to the computed energy.

| \(Z\) | Energy (eV) | \(\Delta\) (eV) | Relative size |
|---:|---:|---:|---:|
| 2 | −79.01 | −4.18 | 5.29% |
| 3 | −198.10 | −4.22 | 2.13% |
| 6 | −881.82 | −4.25 | 0.48% |
| 10 | −2555.33 | −4.27 | 0.17% |

The absolute error does not vanish. It approaches \(E_2\), as the series requires, while the relative error falls roughly as \(1/Z^2\). At \(Z=10\), the next term predicts \(\Delta\approx-4.29+0.24/10\approx-4.27\) eV, as found.

The size of the atom follows the same scaling. In \(\Phi_0\) the mean scaled radius is \(\int_0^\infty4\rho^3e^{-2\rho}d\rho=\frac32\), so at leading order \(Z\langle r\rangle=\frac32\) bohr \(=0.794\) angstrom. The computed product is 0.984 angstrom at \(Z=2\) and 0.825 angstrom at \(Z=10\). It approaches the limit from above, the direction expected from the reduced effective charge \(Z-\frac5{16}\). The numerical check that follows covers the scaling, the coefficients and the inequalities used in the convergence proof.

## Computed values

```
Hartree energy: 27.211386 eV
Bohr radius: 0.529177 angstrom
E1 from radial quadrature: 0.62500000 hartree
Correlated basis: degree 5, 34 functions
Coefficient E0: -1.000000 hartree = -27.2114 eV
Coefficient E1: 0.625000 hartree = 17.0071 eV
Coefficient E2: -0.157647 hartree = -4.2898 eV
Coefficient E3: 0.008639 hartree = 0.2351 eV
Coefficient E4: -0.000807 hartree = -0.0220 eV
Coefficient E5: -0.001101 hartree = -0.0299 eV
E2 change from degree 4 to 5: -0.001119 eV
Slope of scaled energy at zero repulsion: 0.625003 hartree
Half curvature there: -0.157647 hartree
Convergence proved for Z above: 16.387 (dimensionless)
Helium, Z = 2, sums of the series:
  through E0: -108.8455 eV
  through E1: -74.8313 eV
  through E2: -79.1211 eV
  through E3: -79.0036 eV
  through E4: -79.0091 eV
  through E5: -79.0128 eV
  through E15: -79.0143 eV
  diagonalization in the same basis: -79.0143 eV
Helium direct, exponent 1.8 per bohr: -2.90372 hartree = -79.0141 eV
Helium full CI, cc-pVQZ: -78.9786 eV
Direct unscaled calculations:
  Z=2: energy -79.014 eV; two terms -74.831 eV
    energy minus two terms -4.1828 eV; relative size 5.2938 percent
    mean radius 0.4919 angstrom; Z times mean radius 0.9837 angstrom
  Z=3: energy -198.096 eV; two terms -193.881 eV
    energy minus two terms -4.2151 eV; relative size 2.1278 percent
    mean radius 0.3031 angstrom; Z times mean radius 0.9093 angstrom
  Z=6: energy -881.818 eV; two terms -877.567 eV
    energy minus two terms -4.2513 eV; relative size 0.4821 percent
    mean radius 0.1412 angstrom; Z times mean radius 0.8471 angstrom
  Z=10: energy -2555.334 eV; two terms -2551.067 eV
    energy minus two terms -4.2665 eV; relative size 0.1670 percent
    mean radius 0.0825 angstrom; Z times mean radius 0.8248 angstrom
Large-Z limit of Z times mean radius: 0.7938 angstrom
```
